# Spin density and on-top pair density in LSDA for stretched H₂, part 2

H₂ has clamped nuclei a distance $R$ apart, with no magnetic field or spin-orbit coupling; units are hartree atomic units. With $n=n_\uparrow+n_\downarrow$, $m=n_\uparrow-n_\downarrow$ and $\zeta=m/n$, LSDA (Slater exchange, PW92 correlation) is $E_{xc}=\int n\,\varepsilon_{xc}(n,\zeta)\,d^3r$, even in $\zeta$. The exact ground state $\Psi$ is a singlet with $m=0$. Broken-symmetry (BS) LSDA has $m\neq0$, with real orbitals $a$ (up) and $b$ (down), $S=\int ab\,d^3r$ and $\langle \hat S^2\rangle=1-S^2$.

The spin-summed pair density $P(\mathbf r,\mathbf r')$ is normalized to $N(N-1)$. For a collinear determinant its on-top value obeys
$$P_{\rm det}(\mathbf r,\mathbf r)=2n_\uparrow n_\downarrow=\tfrac12 n^2(1-\zeta^2),\qquad \zeta^2=1-\frac{2P_{\rm det}}{n^2},$$
so $\zeta^2$ can stand for on-top information. Its system average is
$$X=\frac{\int 2P(\mathbf r,\mathbf r)\,d^3r}{\int n^2\,d^3r}.$$

The factor $\lambda$ scales the electron repulsion at fixed density; $\lambda=1$ is full coupling. The hole $h_\lambda$ is defined by $P_\lambda(\mathbf r,\mathbf r')=n(\mathbf r)[n(\mathbf r')+h_\lambda(\mathbf r,\mathbf r')]$. The gas exchange hole has depth $n(1+\zeta^2)/2$, and the depth$^{1/3}$ rule estimates $\varepsilon_x(\zeta)/\varepsilon_x(0)$ as $(1+\zeta^2)^{1/3}$.

$J$ is the Hartree energy, $v$ the external potential and $\hat V_{ee}$ the electron repulsion. The BS kinetic energy, with $\zeta=\cos2\vartheta$, is
$$T_s=\tfrac12\int|\nabla\sqrt n|^2+\tfrac12\int n|\nabla\vartheta|^2=T_W[n]+\tfrac12\int n|\nabla\vartheta|^2 .$$

Symmetry breaking sets in at the Coulson-Fischer point $R_c$, where the lowest eigenvalue of
$$M_{ab}=(\epsilon_a-\epsilon_i)\delta_{ab}+2\int\varepsilon''\phi_a\phi_b\,d^3r$$
crosses zero. Here $\epsilon_i$ belongs to the occupied restricted orbital, $\phi_a$ and $\epsilon_a$ to the empty ones, and $\varepsilon''=\partial^2\varepsilon_{xc}/\partial\zeta^2$ at $\zeta=0$.

The Hubbard dimer has hopping $-t$ and on-site repulsion $\lambda U$. Its singlet is
$$\Psi=\cos\gamma\; gg-\sin\gamma\; uu,$$
with $g$ even and $u$ odd. $X(\lambda)$ has the average $\bar X$ over $0\le\lambda\le1$. At large $U/t$, mean field gives half the exact $X(1)$.

## The predicted on-top value at full coupling

LSDA's prediction at $\lambda=1$ is $P=2n_\uparrow n_\downarrow\,g_{\uparrow\downarrow}$, with $g_{\uparrow\downarrow}$ the opposite-spin contact value of the gas. The Overhauser model estimates it from zero-energy scattering. One electron sits at the centre of a neutralizing sphere of radius $r_s=(3/4\pi n)^{1/3}$, so the other feels $V=1/r-3/2r_s+r^2/2r_s^3$ inside and nothing outside. The reduced mass is $\frac12$, so the s-wave function $w=r\psi$ obeys $w''=Vw$, or with $x=r/r_s$
$$\frac{d^2w}{dx^2}=r_s\Big(\frac1x-\frac32+\frac{x^2}{2}\Big)w=r_s\frac{(1-x)^2(x+2)}{2x}\,w .$$
Outside, $w$ is linear and $\psi(\infty)$ is its slope, so with $w(0)=0$, $w'(0)=1$ one has $g_{\uparrow\downarrow}=w'(1)^{-2}$. The factored form shows $V\ge0$, so $w'(1)>1$ and $0<g_{\uparrow\downarrow}<1$. To first order $w=x$ gives $w'(1)=1+r_s(1-\frac34+\frac18)=1+\frac38r_s$ and $g_{\uparrow\downarrow}\approx1-\frac34r_s$. The full solution gives 0.50, 0.27 and 0.09 at $r_s=1,2,4$ bohr. The model is rough and ignores any dependence on $\zeta$, but the prediction vanishes as $|\zeta|\to1$ for any bounded $g_{\uparrow\downarrow}$.

## H₂ in numbers

The calculation uses the cc-pVTZ basis, with full configuration interaction (FCI) as the reference; the program run with this text checks the on-top identity for a determinant, the gas exchange hole, the Overhauser solution, the dimer's $X(1)$ and $\bar X$, the singlet-triplet decomposition and the lowest eigenvalue of $M$ against diagonalization, quadrature and finite differences, while the coupling-constant formula, the mean-field dimer results and the split of $T_s$ rest on the algebra above alone. The lowest eigenvalue of $M$ is $-0.048$ Ha at 4 bohr and vanishes at $R_c=3.33$ bohr. Let $D(R)=E(R)-2E_{\rm at}$, where $E_{\rm at}$ is the atom's energy in the same method: $-0.49981$ Ha exact in the basis and $-0.47839$ Ha in polarized LSDA. The label R means restricted LSDA; energies are in hartree.

| $R$/bohr | $D_{\rm FCI}$ | $D_{\rm BS}$ | $D_{\rm R}$ | $\int\lvert m\rvert$, BS |
|---|---|---|---|---|
| 1.4 | −0.1727 | −0.1799 | −0.1799 | 0 |
| 2.5 | −0.0923 | −0.1075 | −0.1075 | 0 |
| 4 | −0.0152 | −0.0177 | −0.0083 | 1.49 |
| 5 | −0.0033 | −0.0046 | 0.0268 | 1.86 |
| 6 | −0.00065 | −0.0013 | 0.0462 | 1.95 |
| 12 | 0.0000 | 0.0000 | 0.0664 | 2.00 |

The BS curve approaches FCI while its spurious moment grows to two electrons. The table is not converged in the basis to the digits shown: in aug-cc-pVTZ $D_{\rm FCI}$ is $-0.1730$, $-0.0931$, $-0.0161$, $-0.0037$ and $-0.00080$ Ha at 1.4, 2.5, 4, 5 and 6 bohr, $D_{\rm BS}$ moves by at most $0.0003$ Ha, $D_{\rm BS}-D_{\rm FCI}$ at 1.4 and 2.5 bohr becomes $-0.0066$ and $-0.0142$ Ha, and $R_c$ stays at 3.33 bohr. At 4 bohr $S=0.6200$ and $1-S^2=0.6156=\langle\hat S^2\rangle$. At the fixed BS density the kinetic cost is $0.02827$ Ha and the exchange-correlation gain is $-0.04172$ Ha, a net $-0.01345$ Ha. This exceeds in size the self-consistent difference, $-0.01774+0.00829=-0.0095$ Ha, as it should when the restricted solution lowers its energy by relaxing its own density. At 12 bohr the cost has fallen to $0.00005$ Ha and the gain is $-0.0686$ Ha, with the exchange part enlarged by the factor 1.260.

In the limit the density is a sum of separated atomic densities, and a local functional is additive over them. The BS solution becomes two atoms with $|\zeta|=1$: $-0.95678$ Ha at 12 bohr and for two atoms alike. The restricted solution becomes two atoms with half an electron of each spin: $2(-0.44512)=-0.8902$ Ha against $-0.8904$ Ha at 12 bohr. The difference of the limits, $2(0.47839-0.44512)=0.0665$ Ha or 1.81 eV, is the fractional-spin error that symmetry breaking removes (0.0661 Ha or 1.80 eV near the basis limit). The repulsion $\langle\hat V_{ee}\rangle$ is $0.0833$ Ha $=1/R$ for FCI and for the BS determinant.

The exact $E_{xc}$ in the limit follows from $E=T_W+\int nv+J+E_{xc}+1/R$. For separated neutral atoms $\int nv=2V_{\rm at}-2/R$ and $J=2J_{\rm at}+1/R$, so the $1/R$ terms cancel, and $E=2(T_{\rm at}+V_{\rm at})$ requires $E_{xc}=-2J_{\rm at}$. With $J_{\rm at}=0.31253$ Ha (printed as U) this is $-0.6251$ Ha, against $-0.6250$ Ha from the FCI density. The hole has the right depth in polarized LSDA and the shape of a gas hole, and the remaining self-interaction error of two atoms, relative to FCI in the basis, is $-0.95678+0.99962=0.0428$ Ha or 1.17 eV. Near the basis limit it is 0.0426 Ha or 1.16 eV. Dissociating well means that $D\to0$; the total energy keeps this error.

The on-top measure at full coupling shows what the moment is tracking.

| $R$/bohr | $X$, FCI | $X$, BS with $g_{\uparrow\downarrow}$ | $X$, R with $g_{\uparrow\downarrow}$ |
|---|---|---|---|
| 1.4 | 0.52 | 0.44 | 0.44 |
| 2.5 | 0.29 | 0.36 | 0.36 |
| 4 | 0.050 | 0.10 | 0.33 |
| 5 | 0.0093 | 0.017 | 0.33 |
| 6 | 0.0016 | 0.0028 | 0.34 |
| 12 | 0.0000 | 0.0000 | 0.34 |

The restricted prediction stays between 0.33 and 0.36 from 2.5 bohr on, and the BS prediction follows FCI to zero and is the closer of the two at each tabulated $R>R_c$. From 4 to 6 bohr it is still too large by a factor of about 2 relative to FCI ($0.102/0.050$, $0.0167/0.0093$, $0.0028/0.0016$). That factor depends on the basis, since the FCI contact value falls as the basis grows (in aug-cc-pVTZ $X$ is 0.047, 0.0082 and 0.0013 at these three bond lengths, the factor is 2.1 to 2.2, and that of the bare determinant is about 7), and on the rough $g_{\uparrow\downarrow}$: in cc-pVTZ the bare BS determinant gives about 6 times the FCI value ($0.313/0.050$, $0.0536/0.0093$, $0.0093/0.0016$), whereas the mean-field determinant of the dimer gives half the exact value. Neither the size nor the sign of the error found here is derived. At 1.4 bohr the comparison is weak, because a finite orbital basis lacks the electron-electron cusp and is expected to leave the FCI value too high; that was not tested.

Agreement of $X$ does not by itself show cause, so the spin density is removed altogether. Take the FCI singlet at 12 bohr, with $m=0$, and define $\zeta_{\rm eff}=\sqrt{1-2P/n^2}$ from its own $P=2\Psi(\mathbf r,\mathbf r)^2$, set to zero where the radicand is negative. Keep its kinetic, external and Hartree energies and add LSDA exchange-correlation. With $\zeta_{\rm eff}$, $E_{xc}=-0.5805$ Ha and $E=-0.95502$ Ha, equal to two polarized atoms evaluated on the exact atomic density, $2(-0.47751)$ Ha. With the physical $\zeta=0$, $E_{xc}=-0.5083$ Ha and $E=-0.88285$ Ha, higher by $0.0722$ Ha. The on-top information alone recovers the limit. The test is clean only at large $R$; at shorter bonds the FCI kinetic energy and on-top value contain correlation that the gas functional would count again.

## Where the reading fails

The largest tabulated error of $D_{\rm BS}$ relative to FCI lies below $R_c$, where no symmetry is broken: $-0.0152$ Ha (0.41 eV) at 2.5 bohr. By definition $D_{\rm BS}-D_{\rm FCI}$ is the total-energy error minus the two-atom error, $0.02764-0.04284=-0.0152$ Ha, and at 1.4 bohr $0.03564-0.04284=-0.0072$ Ha (binding of 4.90 eV against 4.70 eV). The total errors are close to the errors of $E_{xc}$ on the FCI density, $0.0288$ and $0.0363$ Ha, so they belong to the functional, with density relaxation near $0.001$ Ha. Among the tabulated points the total-energy error is smallest at 2.5 bohr (at 4 bohr it is $0.04284-0.00251=0.0403$ Ha), which is why the error of $D$ is largest there; that this happens because local exchange imitates part of the left-right correlation is a conjecture. Past $R_c$ the error in $D_{\rm BS}$ is $-0.0025$, $-0.0014$ and $-0.0007$ Ha at 4, 5 and 6 bohr in cc-pVTZ, and $-0.0016$, $-0.0010$ and $-0.0005$ Ha in aug-cc-pVTZ; at 4 bohr the restricted error is $+0.0069$ Ha, so the advantage there is modest, and points between $R_c$ and 4 bohr were not computed.

The proxy also fails pointwise for the two-orbital singlet. In real space, $P=2(\cos\gamma\,g^2-\sin\gamma\,u^2)^2$ and $n=2(\cos^2\gamma\,g^2+\sin^2\gamma\,u^2)$. On the midplane $u=0$, so
$$\frac{2P}{n^2}=\frac{4\cos^2\gamma\,g^4}{4\cos^4\gamma\,g^4}=\frac{1}{\cos^2\gamma}>1,$$
which would need $\zeta^2=-\tan^2\gamma$. A collinear determinant has $2P_{\rm det}/n^2\le1$, and the BS state has exactly 1 there because $|a|=|b|$. At 6 bohr, with $g$ and $u$ formed from the BS orbitals $a\pm b$, $\cos^2\gamma=0.5665$ gives 1.765. FCI gives 1.72 at the midpoint in cc-pVTZ, 1.53 in cc-pVQZ and 1.18 in aug-cc-pVTZ, so this value is far from converged and its closeness to 1.765 is a basis effect; at 4 bohr the FCI midpoint ratio is below 1 (0.94 in cc-pVTZ, 0.85 in aug-cc-pVTZ). The energy is insensitive to this at large $R$ because the midplane density decays with the bond length, and the translated energy at 12 bohr matches the atoms although $\zeta_{\rm eff}$ is cut to zero wherever the ratio exceeds 1.

The argument concerns a singlet whose moment is forbidden by symmetry, and spin-free observables. The total moment $\int m\,d^3r$ is correctly zero in the BS state, but a property that depends on the local value of $m$, such as the hyperfine field at a nucleus, is wrong, and in an applied magnetic field $m$ enters the energy linearly, so that $\zeta^2$ no longer suffices. In a system whose ground state carries real spin, the identity $P_{\rm det}=2n_\uparrow n_\downarrow$ still holds, and nothing shown here makes its spin density unphysical.

## Computed results

```
gas n=0.05 bohr^-3 zeta=0.6: hole norm -0.9998, on-top/n -0.6800, eps_x -0.29468 Ha
eps_x(zeta=1)/eps_x(0) = 1.25992; depth^(1/3) rule max deviation 2.45 %
g_ud at rs = 1, 2, 4 bohr: 0.4981 0.2695 0.0929
Hubbard U/t=4: X(0)=1.0000 X(1)=0.29289 average=0.5858
Hubbard U/t=40: X(0)=1.0000 X(1)=0.00496 average=0.0950
Hubbard U/t=400: X(0)=1.0000 X(1)=0.00005 average=0.0100
H atom: exact in basis -0.49981 Ha, Hartree self-energy U 0.31253 Ha
H atom LSDA: zeta=1 -0.47839 Ha, half up half down -0.44512 Ha
H atom LSDA zeta=1 on exact-in-basis density -0.47751 Ha
lowest triplet eigenvalue at R=4 bohr -0.0482 Ha; Rc = 3.33 bohr
R/bohr  E_FCI  D_FCI  D_BS  D_R  D_BS-D_FCI  D_R-D_FCI   (Ha)
  1.4  -1.17233  -0.17271  -0.17992  -0.17992  -0.00720  -0.00720
  2.5  -1.09190  -0.09228  -0.10749  -0.10749  -0.01521  -0.01521
  4.0  -1.01485  -0.01523  -0.01774  -0.00829  -0.00251   0.00694
  5.0  -1.00288  -0.00327  -0.00462   0.02682  -0.00135   0.03008
  6.0  -1.00026  -0.00065  -0.00131   0.04623  -0.00067   0.04688
 12.0  -0.99962  -0.00000  -0.00000   0.06640  -0.00000   0.06640
R/bohr  int|m|_BS  <S^2>_BS  S  X_FCI  X_BS(det)  X_BS(det*g_ud)  X_R(det*g_ud)
  1.4  0.0000  0.0000  1.0000  0.51565  1.00000  0.43517  0.43517
  2.5  0.0000 -0.0000  1.0000  0.29387  1.00000  0.35887  0.35887
  4.0  1.4921  0.6156  0.6200  0.04981  0.31258  0.10211  0.33181
  5.0  1.8592  0.9118  0.2969  0.00933  0.05361  0.01672  0.33399
  6.0  1.9549  0.9805  0.1397  0.00164  0.00931  0.00277  0.33811
 12.0  2.0000  1.0000  0.0009  0.00000  0.00000  0.00000  0.34496
R=1.4 bohr: E_LSDA-E_FCI 0.03564 Ha, Exc error on FCI density 0.03629 Ha
R=2.5 bohr: E_LSDA-E_FCI 0.02764 Ha, Exc error on FCI density 0.02878 Ha
R=4.0 bohr, fixed BS density: Ts-T_W 0.02827 Ha, Exc(zeta)-Exc(0) -0.04172 Ha
R=12.0 bohr, fixed BS density: Ts-T_W 0.00005 Ha, Exc(zeta)-Exc(0) -0.06860 Ha
R=12: E_BS -0.95678 Ha, 2E_H(zeta=1) -0.95678 Ha
R=12: E_R -0.89038 Ha, 2E_H(half,half) -0.89023 Ha
R=12: Ex(zeta)/Ex(0) on BS density 1.2599
R=12: Vee FCI 0.08333 Ha, BS determinant 0.08333 Ha, 1/R 0.08333 Ha
R=12, FCI density: Exc exact -0.62504 Ha, -2U -0.62507 Ha
R=12, FCI density: Exc LSDA zeta_eff -0.58047 Ha, zeta=0 -0.50830 Ha
R=12, FCI singlet: E translated -0.95502 Ha, two atoms -0.95502 Ha, E zeta=0 -0.88285 Ha
R=6: cos^2 gamma 0.5665; midpoint 2P/n^2 two-orbital 1.7651
R=6: midpoint 2P/n^2 BS determinant 1.0000, FCI 1.7199
fractional-spin error removed by BS: 0.06654 Ha = 1.811 eV
self-interaction error left, two atoms: 0.04284 Ha = 1.166 eV
binding at R=1.4: FCI 4.700 eV, LSDA 4.896 eV
largest |D_BS - D_FCI| in table: 0.01521 Ha = 0.414 eV at R=2.5 bohr
```
